# Exact exchange from wedge spinors: rebuilding the full Brillouin zone

## Result

Let a nonmagnetic crystal have space-group operations \(g=\{S|\mathbf t\}\), acting as \(\mathbf r\to S\mathbf r+\mathbf t\). Suppose its spinor orbitals are known at one point \(\mathbf k\) of each star of a symmetric mesh. With \(\mathbf K=\mathbf k+\mathbf G\), the occupied orbitals at all other mesh points follow from

\[
c'(S\mathbf K)=e^{-iS\mathbf K\cdot\mathbf t}\,U\,c(\mathbf K),
\qquad
c'(-S\mathbf K)=-i\sigma_y\left[e^{-iS\mathbf K\cdot\mathbf t}\,U\,c(\mathbf K)\right]^* ,
\tag{1}
\]

where \(U\) is the spin rotation belonging to \(S\). The second form includes time reversal. The exchange energy per cell is then

\[
E_x=\sum_{\mathbf k\in\text{wedge}}w_{\mathbf k}\sum_{\mathbf k'\in\text{mesh}}e(\mathbf k,\mathbf k'),
\tag{2}
\]

with \(w_{\mathbf k}\) the number of points in the star and \(e\) the pair energy defined below. It equals the double sum over orbitals obtained by diagonalizing at every mesh point. For the model crystal used here, both routes give \(-1.530177\) Ha, or \(-41.6382\) eV, per cell; they differ by \(2\times10^{-16}\) Ha, which is rounding.

Hartree atomic units are used. The orbitals are normalized in a periodic supercell of \(N_k\) cells of volume \(\Omega\):

\[
\psi_{n\mathbf k}(\mathbf r)=\frac{1}{\sqrt{N_k\Omega}}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\qquad \sum_{\mathbf G}c^\dagger c=1 .
\]

Each \(c\) has two spin components. The basis contains all \(\mathbf G\) with \(|\mathbf k+\mathbf G|^2/2\le E_{\rm cut}\).

## The naive scheme and a crystal that exposes it

The simplest idea is to permute coefficients, \(c'(S\mathbf G)=c(\mathbf G)\), and to replace both momentum sums in the exchange energy by weighted wedge sums. Five things are then missing or wrong: a reciprocal-lattice shift, a translation phase, a spin rotation, the spin part of time reversal, and the treatment of the second momentum sum.

The test crystal is a tetragonal model with edges 6, 6 and 5 bohr and space group \(P\bar42_1c\). Its eight operations, modulo lattice translations, are generated by

\[
(x,y,z)\to(y,-x,-z),\qquad
(x,y,z)\to(\tfrac12-x,\tfrac12+y,\tfrac12-z).
\]

There are screws and glides but no inversion. Gaussian wells \(-4e^{-r^2/2}\) Ha sit at \((0,0,0)\) and \((\tfrac12,\tfrac12,\tfrac12)\). Eight repulsive Gaussians of height 1 Ha and width 0.8 bohr sit at the images of \((0.25,0.10,0.12)\). Four electrons per cell fill four spinor bands. The cutoff is 3 Ha, the mesh is \(4\times4\times3\), and the gap across it is 0.781 Ha. The orbitals are those of a fixed potential \(V\). The exchange energy is evaluated on them without self-consistency, and neither basis nor mesh is converged. The comparison needs none of this convergence, because both routes use the same finite model.

The one-electron Hamiltonian is \(H=p^2/2+V+\lambda\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\), with \(\lambda=0.1\). Let \(V(\mathbf G)=\Omega^{-1}\int_\Omega V e^{-i\mathbf G\cdot\mathbf r}d^3r\). Acting on the plane wave \(\mathbf K'\), \(\mathbf p\) gives \(\mathbf K'\), and the Fourier component of \(\nabla V\) at \(\mathbf K-\mathbf K'\) is \(i(\mathbf K-\mathbf K')V(\mathbf K-\mathbf K')\). Since \(\mathbf K'\times\mathbf K'=0\),

\[
H(\mathbf K,\mathbf K')=\tfrac12K^2\delta_{\mathbf K\mathbf K'}+V(\mathbf K-\mathbf K')\left[1+i\lambda(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma\right].
\tag{3}
\]

A real-space quadrature of the potential and spin-orbit terms tests this expression for one pair of plane waves.

## First repair: the image must land on the stored mesh point

The operation acts on the whole vector \(\mathbf K\), not on \(\mathbf G\) alone. The rotated point \(S\mathbf k\) may lie outside the chosen list of mesh points, here those with fractional components in \([0,1)\). Write \(S\mathbf k=\mathbf k'+\mathbf G_0\), with \(\mathbf k'\) in the list. Then

\[
S(\mathbf k+\mathbf G)=\mathbf k'+\mathbf G',\qquad \mathbf G'=S\mathbf G+\mathbf G_0 .
\]

For time-reversed images, \(-S\mathbf k=\mathbf k'+\mathbf G_0\) and \(\mathbf G'=-S\mathbf G+\mathbf G_0\). In fractional coordinates, where \(S\) is an integer matrix \(W\), the invariance of \(\mathbf K\cdot\mathbf r\) under a common rotation requires the row vector of components of \(\mathbf K\) to become \(\kappa W^{-1}\). Because \(|S\mathbf K|=|\mathbf K|\), the cutoff set at \(\mathbf k\) maps onto the cutoff set at \(\mathbf k'\).

If \(\mathbf G_0\) is dropped, the stored orbital is \(e^{-i\mathbf G_0\cdot\mathbf r}\) times the right one. Its density is still correct, so a density check misses the fault. Exchange sees it: a pair-density component of true momentum \(\mathbf Q\) is weighted with the interaction at \(\mathbf Q-\mathbf G_0\). In the model this omission alone changes \(E_x\) by \(+258\) mHa, 17% of \(|E_x|\), with the operations and the mesh list used here. This cost, like those of the next three faults, is evaluated with (2), in which the orbitals at the wedge points themselves carry no fault. Other choices change \(\mathbf G_0\), and with it the size of the error.

## Second repair: the translation phase

The operation on a scalar function is \((g\psi)(\mathbf r)=\psi(S^{-1}(\mathbf r-\mathbf t))\). For a plane wave,

\[
e^{i\mathbf K\cdot S^{-1}(\mathbf r-\mathbf t)}
=e^{iS\mathbf K\cdot(\mathbf r-\mathbf t)}
=e^{-iS\mathbf K\cdot\mathbf t}\,e^{iS\mathbf K\cdot\mathbf r},
\]

because \(S\) is orthogonal. With \(S\mathbf K=\mathbf k'+\mathbf G'\), the factor \(e^{-i\mathbf k'\cdot\mathbf t}\) is common to all coefficients and has no effect on the occupied space. The factor \(e^{-i\mathbf G'\cdot\mathbf t}\) changes relative phases and must be kept. For \(\mathbf t=(\tfrac12,\tfrac12,\tfrac12)\) it is \((-1)^{h+k+l}\), with \(h,k,l\) the integer components of \(\mathbf G'\).

Dropping the phase multiplies each correct coefficient by \(e^{i(\mathbf k'+\mathbf G')\cdot\mathbf t}\), which gives the displaced orbital \(\psi'(\mathbf r+\mathbf t)\). The cost in the model is \(+0.197\) mHa, a fraction \(1.3\times10^{-4}\) of \(|E_x|\), when a screw or glide is used for every image it can reach, followed by time reversal only at points that no spatial operation reaches. Operations with \(\mathbf t=0\) have no phase to lose, so the cost depends on which operation is chosen for each image. Its size is also particular to this model. Every nonzero \(\mathbf t\) here is \((\tfrac12,\tfrac12,\tfrac12)\), and this displacement exchanges the two identical wells. Without the side Gaussians it would be a lattice symmetry, the displaced orbitals would span the same occupied space, and the error would vanish. The error therefore requires the side Gaussians, which break this symmetry; the argument does not predict its size. A crystal whose translations carry atoms to empty places has no such protection.

## Third repair: the spin turns with the orbital

Spin is an axial vector, unchanged by inversion. The matrix \(U\) therefore belongs to the proper rotation \(R=\det(S)\,S\). For angle \(\varphi\) about the unit vector \(\mathbf n\),

\[
U=\cos\frac{\varphi}{2}-i\sin\frac{\varphi}{2}\,\mathbf n\cdot\boldsymbol\sigma,
\qquad U(\mathbf v\cdot\boldsymbol\sigma)U^\dagger=(R\mathbf v)\cdot\boldsymbol\sigma .
\tag{4}
\]

The overall sign of \(U\) is a matter of choice, and it cancels in every projector.

It remains to show that the transformed coefficients solve the Schrödinger equation at the image point. The symmetry \(V(S\mathbf x+\mathbf t)=V(\mathbf x)\), with the substitution \(\mathbf r=S\mathbf x+\mathbf t\) in the Fourier integral, gives

\[
V(S\mathbf G)=\frac1\Omega\int_\Omega V(\mathbf x)e^{-iS\mathbf G\cdot(S\mathbf x+\mathbf t)}d^3x
=e^{-iS\mathbf G\cdot\mathbf t}V(\mathbf G).
\]

Also \((S\mathbf K)\times(S\mathbf K')=\det(S)\,S(\mathbf K\times\mathbf K')=R(\mathbf K\times\mathbf K')\). Inserting both relations and (4) into (3),

\[
H(S\mathbf K,S\mathbf K')=e^{-iS\mathbf K\cdot\mathbf t}\,U\,H(\mathbf K,\mathbf K')\,U^\dagger e^{iS\mathbf K'\cdot\mathbf t}.
\]

When this matrix acts on \(c'(S\mathbf K')=e^{-iS\mathbf K'\cdot\mathbf t}Uc(\mathbf K')\), the inner phases and spin matrices cancel. The result is \(e^{-iS\mathbf K\cdot\mathbf t}U\,\varepsilon\,c(\mathbf K)=\varepsilon\,c'(S\mathbf K)\): the same eigenvalue at the image point.

Leaving out \(U\) costs \(+0.103\) mHa with the operations chosen here; this number, too, depends on that choice. Without spin-orbit coupling it costs nothing. At \(\lambda=0\) the occupied projector at each \(\mathbf k\) is a spatial projector times the spin identity, and \(U\,1\,U^\dagger=1\). The calculation at \(\lambda=0\) confirms this, with an error of zero to the printed precision. A code checked only on filled spin pairs without spin-orbit coupling can thus pass with a wrong \(U\). The coupling itself moves \(E_x\) from \(-1.530491\) to \(-1.530177\) Ha, by \(+0.314\) mHa. The missing rotation is an error of one third of that effect, although it is only \(7\times10^{-5}\) of \(|E_x|\).

## Fourth repair: time reversal includes a spin flip

Time reversal is \(\Theta=-i\sigma_y\mathcal K\), with \(\mathcal K\) complex conjugation. Conjugation turns \(e^{i\mathbf K\cdot\mathbf r}\) into \(e^{-i\mathbf K\cdot\mathbf r}\), so \(c'(-\mathbf K)=-i\sigma_yc^*(\mathbf K)\). Applying it after \(g\) gives the second form of (1).

The matrix \(\sigma_y\) is needed because \(\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma\), whereas conjugation alone reverses only \(\sigma_y\). For real \(V\), \(V(-\mathbf G)=V^*(\mathbf G)\), and the spin-orbit part of (3) transforms as

\[
\sigma_y\left[i\lambda V(\mathbf K-\mathbf K')(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma\right]^*\sigma_y
=i\lambda V(\mathbf K'-\mathbf K)(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma .
\]

One minus sign comes from \(i^*=-i\), the other from the spin matrices. The right side is the spin-orbit element between \(-\mathbf K\) and \(-\mathbf K'\), so \(H\) is invariant.

If inversion belongs to the group, \(-\mathbf k\) is already in the star of \(\mathbf k\) and time reversal brings no further reduction of the mesh. Here it does: the 48 points form 13 stars under the space group alone and 12 with time reversal. The star of \((\tfrac14,\tfrac14,\tfrac13)\) has four points under spatial operations, and time reversal supplies the other four. Omitting \(\sigma_y\) at these four points costs \(+0.018\) mHa, \(1.1\times10^{-5}\) of \(|E_x|\). At \(\lambda=0\) this omission too would be harmless, since \(\sigma_y\) leaves the spin identity unchanged.

The count of 12, found by building the stars, agrees with an independent rule, which also supplies the count of 13: the number of stars is the number of mesh points left fixed by an operation, averaged over all operations. Each member of a star of size \(w\) is fixed by \(|\mathcal G|/w\) of the \(|\mathcal G|\) operations, so each star contributes one to the average.

## One coefficient followed through

Take the source \(\mathbf k=(\tfrac14,\tfrac14,\tfrac13)\), the glide that exchanges \(x\) and \(y\) with \(\mathbf t=(\tfrac12,\tfrac12,\tfrac12)\), and then time reversal. The glide leaves \(\mathbf k\) unchanged. Reversal gives

\[
(-\tfrac14,-\tfrac14,-\tfrac13)=(\tfrac34,\tfrac34,\tfrac23)+(-1,-1,-1),
\]

so \(\mathbf G_0=(-1,-1,-1)\), and the coefficient at \(\mathbf G=0\) moves to \(\mathbf G'=(-1,-1,-1)\). The phase is

\[
e^{-2\pi i(1/4+1/4+1/3)/2}=e^{-5\pi i/6}=-0.866-0.500i .
\]

The proper part of the mirror is a half-turn about \((1,-1,0)/\sqrt2\), hence

\[
U=-\frac{i}{\sqrt2}(\sigma_x-\sigma_y)=\frac1{\sqrt2}\begin{pmatrix}0&1-i\\-1-i&0\end{pmatrix}.
\]

For the lowest band, with the arbitrary overall phase returned by the diagonalization, the source coefficient is \(c=(0.4466-0.0098i,\,-0.3089+0.3227i)\). The three steps give

\[
\begin{aligned}
Uc&=(0.0098+0.4466i,\,-0.3227-0.3089i),\\
e^{-5\pi i/6}Uc&=(0.2149-0.3917i,\;0.1250+0.4289i),\\
c'&=(-0.1250+0.4289i,\;0.2149+0.3917i).
\end{aligned}
\]

In the last step \(-i\sigma_y\) sends the conjugated pair \((a^*,b^*)\) to \((-b^*,a^*)\). The first line also shows \(Uc=ic\). This is expected: the glide fixes both \(\mathbf k\) and this \(\mathbf K\), so a nondegenerate orbital must return to itself up to a phase, and its coefficient here must be an eigenvector of \(U\).

## Fifth repair: exchange has only one free momentum sum

For the supercell, exchange is

\[
-\frac12\sum_{ij}\iint\psi_i^\dagger(\mathbf r)\psi_j(\mathbf r)\,v(|\mathbf r-\mathbf r'|)\,\psi_j^\dagger(\mathbf r')\psi_i(\mathbf r')\,d^3r\,d^3r',
\]

where \(i,j\) run over occupied spinors. With \(\mathbf q=\mathbf k'-\mathbf k\), the pair density is

\[
\psi_{n\mathbf k}^\dagger\psi_{m\mathbf k'}=\frac1{N_k\Omega}\sum_{\mathbf G}\rho_{nm}(\mathbf G)e^{i(\mathbf q+\mathbf G)\cdot\mathbf r},
\quad
\rho_{nm}(\mathbf G)=\sum_{\mathbf G_1}c_{n\mathbf k}^\dagger(\mathbf G_1)c_{m\mathbf k'}(\mathbf G_1+\mathbf G).
\]

The two pair densities contribute \((N_k\Omega)^{-2}\). The double integral, with \(\mathbf r'\) extended over all periodic images, contributes \(N_k\Omega\,v(\mathbf q+\mathbf G)\) and keeps equal \(\mathbf G\) only. Division by \(N_k\) gives the energy per cell, \(E_x=\sum_{\mathbf k\mathbf k'}e(\mathbf k,\mathbf k')\), with

\[
e(\mathbf k,\mathbf k')=-\frac1{2N_k^2\Omega}\sum_{nm}\sum_{\mathbf G}v(\mathbf q+\mathbf G)|\rho_{nm}(\mathbf G)|^2 .
\tag{5}
\]

The Coulomb interaction is cut off at radius \(R\), which removes its divergence at zero momentum:

\[
v(q)=\frac{4\pi}{q}\int_0^R\sin(qr)\,dr=\frac{4\pi(1-\cos qR)}{q^2},\qquad v(0)=2\pi R^2 .
\]

The choice \(4\pi R^3/3=N_k\Omega\) gives \(R=12.73\) bohr. The supercell measures \(24\times24\times15\) bohr, so this sphere reaches beyond half its shortest edge and the energy retains image effects. They are a property of the small mesh and enter both routes alike.

Now apply one operation to both orbitals. Since \(U^\dagger U=1\), the new pair density is the old one at \(g^{-1}\mathbf r\). Distances and volumes are preserved, so the double integral is unchanged. Time reversal replaces the pair density by its complex conjugate, and the double integral, being real, is again unchanged. The images may differ from independently computed orbitals by a unitary mixing of occupied states, but \(\sum_{nm}|\rho_{nm}|^2\) is invariant under such mixing. Therefore

\[
e(g\mathbf k,g\mathbf k')=e(\mathbf k,\mathbf k').
\]

Define \(f(\mathbf k)=\sum_{\mathbf k'}e(\mathbf k,\mathbf k')\). As \(\mathbf k''\) runs over the mesh, so does \(g\mathbf k''\), and

\[
f(g\mathbf k)=\sum_{\mathbf k''}e(g\mathbf k,g\mathbf k'')=\sum_{\mathbf k''}e(\mathbf k,\mathbf k'')=f(\mathbf k).
\]

The outer sum can thus be collected into stars, which is (2). The inner sum cannot be collected independently, because \(e(\mathbf k,g\mathbf k')\) generally differs from \(e(\mathbf k,\mathbf k')\): a common operation preserves the length of the relative momentum, whereas an operation on \(\mathbf k'\) alone generally changes it. The exception is an operation that maps \(\mathbf k\) onto the same mesh point: then \(e(\mathbf k,g\mathbf k')=e(g\mathbf k,g\mathbf k')=e(\mathbf k,\mathbf k')\). At \(\mathbf k=0\) this holds for the whole group, at a general point only for the identity. Equation (2) does not use this further reduction.

Restricting both sums to the wedge, with weights \(w_{\mathbf k}w_{\mathbf k'}\), changes the energy by \(-1645\) mHa, more than \(|E_x|\) itself. Most of this can be traced. For \(\mathbf k=\mathbf k'\) and \(\mathbf G=0\), orthonormality gives \(\rho_{nm}=\delta_{nm}\), so each mesh point contributes

\[
-\frac{4\times2\pi R^2}{2N_k^2\Omega}=-\frac{4\times1018.1}{2\times2304\times180}=-0.00491\ \text{Ha}.
\]

The correct sum counts this term \(\sum w=48\) times. The doubly reduced sum counts it \(\sum w^2=270\) times, from the weights 1, 2, 4, 8, 2, 4, 4, 8, 4, 8, 1, 2. The surplus is \(-222\times0.00491=-1.09\) Ha, about two thirds of the error. The rest comes from the other terms of (5).

## What verifies the scheme, and where it stops

Equal total energies are a useful check only if they are compared closely: the smallest fault above shifts \(E_x\) by one part in \(10^5\), which a loose tolerance would hide. The stronger tests act on the orbitals. All sixteen operations, with and without time reversal, are applied to every wedge point. The largest eigenvalue residual is \(1.7\times10^{-15}\) Ha. The rebuilt occupied spaces agree with those from independent diagonalizations to \(8\times10^{-15}\), measured by the deviation of their overlap matrix from a unitary one. Comparing individual orbitals would be wrong, because their phases, and their mixing within degenerate levels, are arbitrary.

The prefactor in (5) has its own test. For a contact interaction, \(v(\mathbf q)=1\), the exchange energy reduces to \(-\tfrac12\int_\Omega\sum_{st}|\gamma_{st}(\mathbf r,\mathbf r)|^2d^3r\), with \(\gamma\) the one-body density matrix and \(s,t\) spin indices. This integral and the reduced momentum sum both give \(-0.111989\) atomic units.

The saving from (2) is a factor of four here: 12 diagonalizations instead of 48, and 576 momentum pairs instead of 2304. The pair count can be cut further with \(e(\mathbf k,\mathbf k')=e(\mathbf k',\mathbf k)\) and with the operations that fix \(\mathbf k\). A general point has a star of 16, so the factor approaches 16 on dense meshes, where special points become a small fraction.

The argument fails when one of its conditions does:

- A mesh shifted so that some operations do not map it onto itself has no complete stars; only the subgroup that does map it onto itself may then be used.
- A band count that cuts through a degenerate level makes the occupied space arbitrary. Fractional occupations are admissible if they are equal within each level and on each star.
- An interaction truncated to a shape of lower symmetry than the crystal breaks the pair invariance.
- In a magnetic crystal, only those operations, with or without \(\Theta\), that leave the magnetic Hamiltonian invariant may be used.

The numerical output lists the full set of values.

## Values computed for the example and the checks

```
cell edges a, a, c (bohr): [6., 6., 5.]
cell volume (bohr^3): 180.0
wells: number 2, height -4.0 Ha, width 1.0 bohr
side Gaussians: number 8, height 1.0 Ha, width 0.8 bohr
side Gaussian seed (fractional): [0.25, 0.1 , 0.12]
spin-orbit parameter lambda (a.u.): 0.10
plane-wave cutoff (Ha): 3.0
plane waves per k, min and max: 37, 48
mesh: [4, 4, 3] points: 48 FFT grid: [14, 14, 10]
electrons per cell from density: 4.000000
gap across mesh (Ha): 0.78107
largest simultaneous splitting of both pairs (Ha): 7.597e-04
Coulomb truncation radius (bohr): 12.72941
stars with unitary operations only: 13
stars with time reversal: 12
star weights: [1, 2, 4, 8, 2, 4, 4, 8, 4, 8, 1, 2]
points generated with time reversal: 4
k pairs, unreduced and reduced: 2304 576
example source k (fractional): [0.25   , 0.25   , 0.33333]
example target k (fractional): [0.75   , 0.75   , 0.66667]
example W: [[0, 1, 0], [1, 0, 0], [0, 0, 1]] t: [0.5, 0.5, 0.5]
example G0 after time reversal: [-1, -1, -1]
example G and image G': [0, 0, 0] [-1, -1, -1]
example SK before time reversal (fractional): [0.25   , 0.25   , 0.33333]
example translation phase: -0.86603-0.5j
example U: [[ 0.     +0.j     ,  0.70711-0.70711j], [-0.70711-0.70711j,  0.     +0.j     ]]
example c(G), up and down: [ 0.44664-0.00977j, -0.30891+0.32273j]
example c'(G'), up and down: [-0.12504+0.42889j,  0.21486+0.39169j]
largest eigenvalue residual (Ha): 1.7e-15
largest occupied-space error: 8.4e-15
largest pair-invariance error (Ha): 3.8e-17
E_x unreduced (Ha per cell): -1.5301770664
E_x reduced (Ha per cell): -1.5301770664
E_x reduced (eV per cell): -41.638239
reduced minus unreduced (Ha): -2.2e-16
energy error when phase is omitted (mHa): 0.197257
energy error when spin is omitted (mHa): 0.102915
energy error when sigma_y is omitted (mHa): 0.017548
energy error when umklapp is omitted (mHa): 258.062045
energy error when both sums use wedge only (mHa): -1645.4041
E_x at lambda=0 (Ha per cell): -1.5304905802
spin-omission error at lambda=0 (Ha): 0.0e+00
contact test, real space and k sum (a.u.): -0.11198872, -0.11198872
```
